# Avalanche breakdown and the on-resistance of an abrupt junction: a numerical check

```python
"""Avalanche breakdown and on-resistance of a one-sided abrupt junction.

Result under test: with ionization coefficients alpha_n = a0 (E/E0)^m and
alpha_p = k alpha_n, breakdown occurs when the integral of
alpha = alpha_n (1-k)/ln(1/k) = A E^m over the depletion layer is one, and
the drift layer has specific on-resistance R = 4 V_B^2/(eps mu E_c^3).
Symbols: N donor density, eps permittivity, mu mobility, W depletion width,
E_c peak field at breakdown, V_B breakdown voltage, M multiplication.
Units: eV, angstrom, fs, with elementary charge 1 (voltage in eV).
The independent road is a branching process: the expected number of pairs
descending from one pair is found from a discretized integral equation.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

# Model parameters
m = 7
kappa = 12.0
N = 1e-9             # 1/angstrom^3
a0, E0 = 8e-5, 3e-3  # 1/angstrom at eV/angstrom
k = 0.25
mu = 1e4             # angstrom^2/(eV fs)
eps0 = const.epsilon_0 / const.e * 1e-10   # 1/(eV angstrom)
eps = kappa * eps0
cells = 800


def alpha_n(field):
    return a0 * (field / E0)**m


def layer(width, density):
    """Midpoint fields from summed charge, peak field, voltage, cell size."""
    h = width / cells
    charge = np.full(cells, density * h)
    enclosed = np.cumsum(charge[::-1])[::-1]
    field = (enclosed - charge / 2) / eps
    return field, enclosed[0] / eps, field.sum() * h, h


def branching(a_n, a_p, h):
    """M for electron and hole injection, and the offspring operator.

    A pair born in cell i sends its electron to larger x, its hole to
    smaller x; each creates new pairs in the cells j that it crosses.
    """
    ones = np.ones((cells, cells))
    offspring = (np.triu(ones, 1) * a_n + np.tril(ones, -1) * a_p
                 + np.diag((a_n + a_p) / 2)) * h
    total = np.linalg.solve(np.eye(cells) - offspring, np.ones(cells))
    return 1 + h * (a_n @ total), 1 + h * (a_p @ total), offspring


def numerical_breakdown(density):
    """Width at which the branching multiplication diverges."""
    def inverse_M(width):
        field, _, _, h = layer(width, density)
        a = alpha_n(field)
        return 1 / branching(a, k * a, h)[0]
    width = brentq(inverse_M, 1e5, 2.5e5, rtol=1e-10)
    field, peak, voltage, h = layer(width, density)
    resistance = np.sum(np.full(cells, h / (mu * density)))
    return width, peak, voltage, resistance


# Derived formulas
a_eff0 = a0 * (1 - k) / np.log(1 / k)
A = a_eff0 / E0**m
E_c = ((m + 1) * N / (A * eps))**(1 / (m + 1))
W = eps * E_c / N
V_B = eps * E_c**2 / (2 * N)
R = 4 * V_B**2 / (eps * mu * E_c**3)

# Breakdown of the branching process against the formulas.
# The grid error is of order (1/cells)^2 times m^2, below 1e-4.
W_num, E_num, V_num, R_num = numerical_breakdown(N)
for formula, numeric in ((W, W_num), (E_c, E_num), (V_B, V_num), (R, R_num)):
    assert abs(formula / numeric - 1) < 1e-4

# At the formula's breakdown the chain just sustains itself
field, _, _, h = layer(W, N)
a = alpha_n(field)
largest = np.max(np.linalg.eigvals(branching(a, k * a, h)[2]).real)
assert abs(largest - 1) < 1e-4

# Multiplication at 90 percent of the breakdown voltage
fraction = 0.9
W_low = np.sqrt(2 * eps * fraction * V_B / N)
field, E_low, _, h = layer(W_low, N)
a = alpha_n(field)
Mn_num, Mp_num, _ = branching(a, k * a, h)
I_low = quad(lambda s: W_low * alpha_n(E_low * (1 - s)), 0, 1)[0]
M_n = 1 / (1 - (1 - np.exp(-(1 - k) * I_low)) / (1 - k))
M_p = M_n * np.exp(-(1 - k) * I_low)
assert abs(M_n / Mn_num - 1) < 1e-3
assert abs(M_p / Mp_num - 1) < 1e-3

# General multiplication integral when the coefficient ratio varies with x
Mvar_num = branching(a, k * a * field / E_low, h)[0]


def an_s(s):
    return W_low * alpha_n(E_low * (1 - s))


def phi(s):
    return quad(lambda t: an_s(t) * (1 - k * (1 - t)), 0, s)[0]


Mvar = 1 / (1 - quad(lambda s: an_s(s) * np.exp(-phi(s)), 0, 1)[0])
assert abs(Mvar / Mvar_num - 1) < 1e-3

# Scaling exponents from numerical breakdown at a second doping
_, _, V_2, R_2 = numerical_breakdown(1.2 * N)
slope_VN = np.log(V_2 / V_num) / np.log(1.2)
slope_RV = np.log(R_2 / R_num) / np.log(V_2 / V_num)
assert abs(slope_VN + (m - 1) / (m + 1)) < 1e-3
assert abs(slope_RV - (2 + 3 / (m - 1))) < 1e-3


def R_of_V(voltage):
    """On-resistance with the critical field eliminated."""
    return (4 * voltage**2 / (eps * mu)
            * (2 * A * voltage / (m + 1))**(3 / (m - 1)))


assert abs(R_of_V(V_num) / R_num - 1) < 1e-3
assert abs(R_of_V(V_2) / R_2 - 1) < 1e-3

# Part of the layer that supplies half of the ionization integral
half_part = 1 - 2**(-1 / (m + 1))
half_integral = quad(lambda s: W * A * (E_c * (1 - s))**m, 0, half_part)[0]
assert abs(half_integral - 0.5) < 1e-8

# SI evaluation of the resistance from the numerical width
ohm_cm2 = 1e-15 * 1e-16 / const.e          # one eV angstrom^2 fs
mu_SI = mu * 1e-20 / 1e-15                 # m^2/(V s)
R_SI = W_num * 1e-10 / (const.e * mu_SI * N * 1e30) * 1e4
assert abs(R * ohm_cm2 / R_SI - 1) < 1e-4

# Atomic units: permittivity is kappa/(4 pi)
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
t_au = const.physical_constants['atomic unit of time'][0] * 1e15
V_au, E_au = V_num / hartree, E_num * bohr / hartree
mu_au = mu * hartree * t_au / bohr**2
R_au = 4 * V_au**2 / (kappa / (4 * np.pi) * mu_au * E_au**3)
assert abs(R_au * hartree * bohr**2 * t_au / R_num - 1) < 1e-4


# Trapezoidal field falling from E to r E, with the same breakdown voltage
def trapezoid(r):
    def excess(peak):
        width = 2 * V_B / (peak * (1 + r))
        return quad(lambda s: width * A * (peak * (1 - (1 - r) * s))**m,
                    0, 1)[0] - 1
    peak = brentq(excess, 0.3 * E_c, 1.5 * E_c, xtol=1e-15)
    width = 2 * V_B / (peak * (1 + r))
    density = eps * peak * (1 - r) / width
    return width / (mu * density), peak, width, density


best = minimize_scalar(lambda r: trapezoid(r)[0] / R, bounds=(0.0, 0.8),
                       method='bounded', options={'xatol': 1e-7})
r_best = best.x
R_t, E_t, W_t, N_t = trapezoid(r_best)
for r in (0.1, r_best, 0.6):
    factor = np.sqrt((1 - r**8) / (1 - r**2)) / ((1 + r)**2 * (1 - r))
    assert abs(trapezoid(r)[0] / R / factor - 1) < 1e-6
assert R_t < R

print(f"power m = {m}")
print(f"relative permittivity = {kappa:.1f}")
print(f"permittivity eps = {eps:.5f} 1/(eV angstrom)")
print(f"donor density N = {N:.2e} 1/angstrom^3")
print(f"mobility mu = {mu:.2e} angstrom^2/(eV fs)")
print(f"reference field E0 = {E0:.2e} eV/angstrom")
print(f"alpha_n at E0 = {a0:.2e} 1/angstrom")
print(f"ratio k = alpha_p/alpha_n = {k:.2f}")
print(f"effective alpha at E0 = {a_eff0:.4e} 1/angstrom")
print(f"A = {A:.4e} angstrom^6/eV^7")
print(f"integral of alpha_n at breakdown = {np.log(1/k)/(1-k):.4f}")
print(f"critical field E_c = {E_c:.4e} eV/angstrom")
print(f"E_c converted = {E_c*1e8:.3e} V/cm")
print(f"effective alpha at E_c = {A*E_c**m:.4e} 1/angstrom")
print(f"depletion width W = {W:.4e} angstrom")
print(f"W converted = {W*1e-4:.2f} micrometre")
print(f"breakdown voltage e V_B = {V_B:.2f} eV")
print(f"on-resistance R = {R:.4e} eV angstrom^2 fs")
print(f"R converted = {R*ohm_cm2:.5f} ohm cm^2")
print(f"branching: E_c = {E_num:.4e} eV/angstrom")
print(f"branching: W = {W_num:.4e} angstrom")
print(f"branching: e V_B = {V_num:.2f} eV")
print(f"branching: R = {R_num:.4e} eV angstrom^2 fs")
print(f"largest offspring eigenvalue at V_B = {largest:.5f}")
print(f"test voltage / V_B = {fraction:.2f}")
print(f"integral of alpha_n there = {I_low:.4f}")
print(f"M_n there, formula = {M_n:.3f}")
print(f"M_n there, branching = {Mn_num:.3f}")
print(f"M_p there, formula = {M_p:.3f}")
print(f"M_p there, branching = {Mp_num:.3f}")
print(f"varying ratio: M_n, formula = {Mvar:.3f}")
print(f"varying ratio: M_n, branching = {Mvar_num:.3f}")
print(f"part of W giving half the integral = {half_part:.4f}")
print(f"measured slope d ln V_B/d ln N = {slope_VN:.4f}")
print(f"measured slope d ln R/d ln V_B = {slope_RV:.4f}")
print(f"R(2 V_B)/R(V_B) = {R_of_V(2*V_B)/R_of_V(V_B):.3f}")
print(f"E_c(2 V_B)/E_c(V_B) = {2**(-1/(m-1)):.4f}")
print(f"best trapezoid: end/peak field r = {r_best:.4f}")
print(f"best trapezoid: R/R(triangle) = {R_t/R:.4f}")
print(f"best trapezoid: peak field/E_c = {E_t/E_c:.4f}")
print(f"best trapezoid: width/W = {W_t/W:.4f}")
print(f"best trapezoid: density/N = {N_t/N:.4f}")
print("OK")
```

Running it gives:

```
power m = 7
relative permittivity = 12.0
permittivity eps = 0.06632 1/(eV angstrom)
donor density N = 1.00e-09 1/angstrom^3
mobility mu = 1.00e+04 angstrom^2/(eV fs)
reference field E0 = 3.00e-03 eV/angstrom
alpha_n at E0 = 8.00e-05 1/angstrom
ratio k = alpha_p/alpha_n = 0.25
effective alpha at E0 = 4.3281e-05 1/angstrom
A = 1.9790e+13 angstrom^6/eV^7
integral of alpha_n at breakdown = 1.8484
critical field E_c = 2.9725e-03 eV/angstrom
E_c converted = 2.973e+05 V/cm
effective alpha at E_c = 4.0583e-05 1/angstrom
depletion width W = 1.9713e+05 angstrom
W converted = 19.71 micrometre
breakdown voltage e V_B = 292.99 eV
on-resistance R = 1.9713e+10 eV angstrom^2 fs
R converted = 0.01230 ohm cm^2
branching: E_c = 2.9725e-03 eV/angstrom
branching: W = 1.9713e+05 angstrom
branching: e V_B = 292.98 eV
branching: R = 1.9713e+10 eV angstrom^2 fs
largest offspring eigenvalue at V_B = 1.00000
test voltage / V_B = 0.90
integral of alpha_n there = 1.2127
M_n there, formula = 4.911
M_n there, branching = 4.911
M_p there, formula = 1.978
M_p there, branching = 1.978
varying ratio: M_n, formula = 4.785
varying ratio: M_n, branching = 4.785
part of W giving half the integral = 0.0830
measured slope d ln V_B/d ln N = -0.7500
measured slope d ln R/d ln V_B = 2.5000
R(2 V_B)/R(V_B) = 5.657
E_c(2 V_B)/E_c(V_B) = 0.8909
best trapezoid: end/peak field r = 0.2501
best trapezoid: R/R(triangle) = 0.8813
best trapezoid: peak field/E_c = 0.9893
best trapezoid: width/W = 0.8086
best trapezoid: density/N = 0.9175
OK
```
